# Critical Nucleus and Switching Barrier of a Film-Spanning Ferroelectric Cylinder, part 2

A ferroelectric film of thickness $d$ between ideal electrodes has spontaneous polarization $-P$, with $P>0$. A voltage $V$ is held fixed, and the uniform field $E=V/d>0$ favours $+P$. A cylinder of radius $r$ spanning the film has reversed to $+P$. The problem is to find the radius $r^*$ above which it grows, and the barrier $U^*$. Defects, lattice pinning and differing electrode surface energies are left out. SI units are used.

For a wall without thickness and with energy $\sigma$ per area, part (b) gave the free energy, including the source, relative to the unreversed film. Its maximum gives the other two results:

$$
U(r)=2\pi rd\,\sigma-2PE\pi r^2d,\qquad r^*=\frac{\sigma}{2PE},\qquad U^*=\frac{\pi d\,\sigma^2}{2PE}.
$$

Here $2PE$ is the free energy gained per volume reversed. In part (c), $r^*$ is where the outward pressure $2PE$ balances the inward pressure $\sigma/r$.

The wall is now given a width. The polarization is $P_z=P\,p$, where $p$ varies only in the plane of the film. The mean-field free energy at fixed voltage, apart from constant terms, is

$$
G=d\int\!\Big[\frac{a}{4P^2}(P_z^2-P^2)^2+\frac{\kappa}{2}|\nabla P_z|^2-EP_z\Big]d^2x ,
$$

with coefficients $a$ and $\kappa$. With length in units of $\ell=\sqrt{\kappa/a}$ and the reduced field $e=E/(aP)$,

$$
G=aP^2\ell^2d\int\!\big[g(p)+\tfrac12|\nabla p|^2\big]d^2x,\qquad g(p)=\tfrac14(p^2-1)^2-e\,p .
$$

The model film has $d=5$ nm, $P=0.2$ C/m² and $\sigma=0.01$ J/m², so $r^*=2.5$ nm at 10 MV/m. At $T=300$ K, $kT=0.02585$ eV. The permittivity $\varepsilon$ contains the vacuum term $\varepsilon_0$ and the linear dielectric response. If nucleation is thermally activated, the rate is proportional to $e^{-U^*/kT}=e^{-E_a/E}$, where $e$ is the base of the exponential and $E_a$ is the activation field. In the list of computed values, `s` is $\sigma$, and the `e` after the switched charge is the elementary charge.

### (g) Find the profile, width and energy of a straight wall at zero field.

**Solution.** Let $p$ depend on one coordinate $x$, with $p\to\pm1$ as $x\to\pm\infty$. For $e=0$, a sum of squares gives

$$
\tfrac12p'^2+\tfrac14(1-p^2)^2=\tfrac12\Big[p'-\frac{1-p^2}{\sqrt2}\Big]^2+\frac{(1-p^2)\,p'}{\sqrt2}.
$$

The integral of the last term depends on the end values alone:

$$
\int_{-1}^{1}\frac{1-p^2}{\sqrt2}\,dp=\frac{1}{\sqrt2}\cdot\frac43=\frac{2\sqrt2}{3}\equiv\sigma_0 .
$$

The square can't be negative, so $\sigma_0$ is the smallest possible energy. It is reached when the square vanishes, $p'=(1-p^2)/\sqrt2$, whose solution is $p=\tanh(x/\sqrt2)$. For this profile $\int p'^2dx=\sigma_0$ as well, because $p'^2=p'(1-p^2)/\sqrt2$.

In ordinary units the profile is $P\tanh(x/w)$ with $w=\sqrt2\,\ell$. The wall energy is

$$
\sigma=aP^2\ell\,\sigma_0=aP^2\,\frac{w}{\sqrt2}\cdot\frac{2\sqrt2}{3}=\frac23\,aP^2w .
$$

Give the model film a half-width $w=0.25$ nm. Then

$$
a=\frac{3\sigma}{2P^2w}=\frac{3(0.01)}{2(0.2)^2(0.25\times10^{-9})}=1.5\times10^9\ \text{m/F},
$$

and at 10 MV/m the reduced field is $e=10^7/(1.5\times10^9\times0.2)=0.0333$.

### (h) How does the field change the two uniform states and the energy difference between them?

**Solution.** A uniform state satisfies $g'(p)=p^3-p-e=0$. Put $p=s+\delta$ with $s=\pm1$. Since $s^3=s$ and $s^2=1$,

$$
2\delta+3s\,\delta^2+\delta^3=e .
$$

To first order $\delta=e/2$. Putting this into the quadratic term gives $\delta=e/2-3s\,e^2/8$ to second order. The two states are

$$
p_\pm=\pm1+\frac e2\mp\frac{3e^2}{8}+\dots
$$

The shift $e/2$ has the same sign in both. It is the linear response of this model.

Let $\Delta g=g(p_-)-g(p_+)$ be the driving energy. Because $g'(p_\pm)=0$, the derivative of $g(p_\pm)$ with respect to $e$ comes from the explicit term $-ep$ alone and equals $-p_\pm$. Therefore

$$
\frac{d\,\Delta g}{de}=p_+-p_-=2-\frac{3e^2}{4}+\dots,\qquad \Delta g=2e-\frac{e^3}{4}+\dots
$$

The leading term $2e$ is $2PE$ in ordinary units, as in part (b). The relative correction is $-e^2/8$. At 10 MV/m this is $-0.014\%$, in agreement with the difference computed from the minima.

The unfavourable state exists as a minimum until $g''=3p^2-1$ vanishes, at $p=-1/\sqrt3$. The field there is

$$
e=p^3-p=-\frac{1}{3\sqrt3}+\frac{1}{\sqrt3}=\frac{2}{3\sqrt3},
$$

which is 115.5 MV/m for the model film. At that field the film reverses without any nucleus, and the barrier must be zero. The formula for $U^*$ remains positive there, so it can't hold up to such fields.

### (i) What equation determines the critical nucleus, and how does $r^*$ follow from it?

**Solution.** The critical nucleus is a stationary point of $G$. Vary $p$ by $\eta$ and integrate the gradient term by parts:

$$
\delta\!\int\!\big[g+\tfrac12|\nabla p|^2\big]d^2x=\int\!\big[g'(p)-\nabla^2p\big]\eta\,d^2x .
$$

This vanishes for every $\eta$ if $\nabla^2p=g'(p)$. For a profile that depends on the distance $\rho$ from the axis,

$$
p''+\frac{p'}{\rho}=p^3-p-e ,
$$

with $p'(0)=0$ and $p\to p_-$ far away.

Multiply by $p'$ and integrate from the axis to infinity. The first term gives $\tfrac12p'^2$ at the two ends, which is zero. The right side is the derivative of $g(p(\rho))$. What remains is

$$
\int_0^\infty\frac{p'^2}{\rho}\,d\rho=g(p_-)-g(p(0)).
$$

Now let the nucleus be large, with its wall at $\rho=R$. Then $p(0)$ is close to $p_+$, and the right side is close to $\Delta g\simeq2e$. On the left, $p'$ differs from zero near $R$ alone, where $1/\rho\simeq1/R$, and $\int p'^2d\rho\simeq\sigma_0$. Hence

$$
\frac{\sigma_0}{R}\simeq2e,\qquad R\simeq\frac{\sigma_0}{2e}=\frac{\sqrt2}{3e}.
$$

In ordinary units $\ell R=\ell\sigma_0aP/(2E)=\sigma/(2PE)$, which is $r^*$. The pressure balance of part (c) is thus contained in the field equation.

This also gives the meaning of small $e$. From $\ell=w/\sqrt2$ and $R=r^*/\ell$,

$$
e=\frac{\sqrt2}{3R}=\frac{\sqrt2\,\ell}{3r^*}=\frac{w}{3r^*} .
$$

A low field and a wall thin compared with the critical radius are the same condition in this model.

### (j) Show that a disc with a smooth wall shrinks below the critical radius and grows above it.

**Solution.** Let the polarization relax down the gradient of the free energy. With a suitable unit of time,

$$
\frac{\partial p}{\partial t}=\nabla^2p-g'(p)=p''+\frac{p'}{\rho}+p-p^3+e .
$$

Take a large disc with the straight-wall profile, $p=p_0(\rho-R(t))$ and $p_0(s)=-\tanh(s/\sqrt2)$, which is positive inside. Then $\partial p/\partial t=-\dot R\,p_0'$. Since $p_0''+p_0-p_0^3=0$, the equation near the wall becomes

$$
-\dot R\,p_0'\simeq\frac{p_0'}{R}+e .
$$

This can't hold at every point, because the profile also adjusts slightly. The motion of the wall follows from multiplying by $p_0'$ and integrating across it. To leading order the adjustment drops out of this integral, because $p_0'$ is the change of profile caused by a small shift of the wall, which costs a straight wall no energy. With $\int p_0'^2ds=\sigma_0$ and $\int p_0'\,ds=-2$,

$$
-\dot R\,\sigma_0=\frac{\sigma_0}{R}-2e,\qquad \dot R=\frac{2e}{\sigma_0}-\frac1R .
$$

The velocity is zero at $R=\sigma_0/(2e)$, negative below it and positive above it.

A numerical relaxation of the full equation at 10 MV/m tests this. The discs start 5% below and 5% above $r^*=2.5$ nm. The first shrinks from 2.375 to 2.16 nm, and the second grows from 2.625 to 2.80 nm. These radii are reached after 200 reduced time units with a time step of 0.2. The test concerns the direction of motion; with the time step converged, the end radii are 2.13 and 2.82 nm.

### (k) What is the leading correction to the barrier from the width of the wall?

**Solution.** The energy is stationary at the critical nucleus, so a trial profile with a small error gives the energy with an error of second order. Part (h) suggests adding the linear response to the wall profile:

$$
p=p_0(s)+\frac e2,\qquad s=\rho-R,\qquad R=\frac{\sqrt2}{3e}.
$$

To see how good this is, insert it into $p''+p'/\rho+p-p^3+e$. With $p_0'=-(1-p_0^2)/\sqrt2$ and $1/R=3e/\sqrt2$, the terms of first order in $e$ are

$$
-\frac{3e}{2}(1-p_0^2)+\frac e2-\frac{3e}{2}p_0^2+e=0 .
$$

The remainder is of order $e^2$. Three errors follow from it:

- Near the wall, the profile is wrong by order $e^2$. The wall has length $2\pi R\sim1/e$, so the energy error is of order $e^4/e=e^3$.
- In the interior, the profile is also wrong by order $e^2$, over an area of order $1/e^2$. The energy error is at most of order $e^2$.
- The radius needs separate care, since shifting the wall changes the energy little. The remainder of order $e^2$ is odd in $s$ while $p_0'$ is even, so the force on the wall position is of order $e^3$ per length. The restoring coefficient is of order $1/R^2\sim e^2$, so $R$ is wrong by order $e$. The energy changes by order $e\cdot e^2=e^3$.

The terms of order $1/e$ and $e$ in the energy are therefore given correctly by the trial profile.

Subtract the energy density of the trial state far outside, $p=-1+e/2$. The trial profile is wrong by order $e^2$ there too, but this subtraction cancels the resulting energy error over the whole outer region. The subtracted density differs from the exact $g(p_-)$ by order $e^4$, which over the area of the nucleus, of order $1/e^2$, changes the energy by order $e^2$ at most. Write $q=e/2$ and $S=1-p_0^2$. Expanding $\tfrac14[(p_0+q)^2-1]^2$ and subtracting its value at $p_0=-1$ gives the integrand

$$
\tfrac14S^2+\tfrac12p_0'^2-q\,p_0S-\tfrac32q^2S+(q^3-e)(1+p_0).
$$

The energy is $2\pi$ times the integral of this over $\rho\,d\rho=(R+s)\,ds$. Terms odd in $s$ vanish, apart from exponentially small contributions at the axis.

1. The first two terms are the straight-wall energy and give $\sigma_0R=4/(9e)$.
2. In the third, $-p_0S$ is odd, so the factor $s$ survives. With $x=s/\sqrt2$,
$$
q\!\int\! s\tanh\!\frac{s}{\sqrt2}\,\text{sech}^2\frac{s}{\sqrt2}\,ds=2q\!\int\! x\tanh x\,\text{sech}^2x\,dx=2q=e ,
$$
where integration by parts gives $\tfrac12\int\text{sech}^2x\,dx=1$.
3. In the fourth, $\int S\,ds=2\sqrt2$, so it gives $-\tfrac32\cdot\tfrac{e^2}{4}\cdot2\sqrt2\,R=-e/2$.
4. In the last, a sharp step would give $\int\rho(1+p_0)d\rho=R^2$. The smooth profile adds
$$
2\!\int_0^\infty\! s\Big(1-\tanh\frac{s}{\sqrt2}\Big)ds=4\!\int_0^\infty\!\frac{2x\,dx}{e^{2x}+1}=\frac{\pi^2}{6},
$$
where $e^{2x}$ is the exponential function. With $R^2=2/(9e^2)$ and $q^3=e^3/8$, the term gives $-2/(9e)-\pi^2e/6+e/36$, up to order $e^3$.

The sum, times $2\pi$, is

$$
2\pi\Big[\frac{2}{9e}+e\Big(\frac{19}{36}-\frac{\pi^2}{6}\Big)\Big].
$$

The first term is $\pi\sigma_0^2/(2e)$, the sharp-wall barrier in reduced units. Dividing by it and using $e=w/(3r^*)$,

$$
\frac{U_{\text{smooth}}}{U^*}\simeq1-5.03\,e^2=1-0.56\Big(\frac{w}{r^*}\Big)^2 .
$$

Among the terms of order $e$, the largest negative one is $-\pi^2e/6$. It comes from the tails of the wall: the outer tail, which already leans towards the field, covers slightly more area than the inner one.

The radial equation of part (i) was also solved numerically. The deviations below are relative to the sharp-wall values, and the radius is taken where $p=0$. The finite grid spacing changes them by up to about 0.01 percentage points; without this error the radius deviations are +0.01%, +0.06% and +0.25%, and the barrier deviations are −0.14%, −0.56% and −2.26%.

| $E$ (MV/m) | $r^*/w$ | radius | barrier |
|---|---|---|---|
| 5 | 20 | +0.01% | −0.15% |
| 10 | 10 | +0.05% | −0.57% |
| 20 | 5 | +0.25% | −2.27% |

The derived correction gives $-0.14\%$, $-0.56\%$ and $-2.2\%$ for the barrier. The small shift of the radius has not been derived here.

The dependence on $\sigma^2$ was tested by doubling the depth of the double well at the same $E$, $P$ and gradient coefficient. This multiplies $\sigma$ by $\sqrt2$, and the sharp-wall barrier by 2. The smooth-wall barrier rises by a factor 2.008. The small excess is expected: the deeper well halves the reduced field, so the negative correction shrinks to a quarter, and the ratio becomes $2(1+\tfrac34\cdot5.03\,e^2)=2.008$ at $e=0.0333$.

Within this mean-field model, then, the sharp-wall formulas give the radius to within 0.3% and the barrier to within 2.3% at the three fields computed, where $r^*$ is at least $5w$. At 20 MV/m the smooth-wall barrier is still about 46 $kT$. A stronger field lowers it further, but also brings $r^*$ closer to $w$, where the formulas lose their basis. A barrier of many $kT$ doesn't by itself rule out switching, because the rate also depends on the prefactor and on the number of places where a nucleus can form, and neither was calculated here. Defects and electrode sites, which were left out, can also lower the cost of the first reversed region.

Two of the idealizations weigh heavily at these parameters. A real electrode screens over an effective length $\lambda$, which leaves a depolarizing field $2\lambda P/(\varepsilon_0d+2\lambda\varepsilon)$ in a uniformly polarized film at zero voltage. With $\varepsilon=\varepsilon_0+1/(2a)\approx39\,\varepsilon_0$ and $\lambda=0.01$ nm, this is about 78 MV/m in the model film, more than the applied fields. A half-width of 0.25 nm is also smaller than a typical lattice spacing, so the lattice can pin the wall. The same free energy placed on a chain of spacing 0.4 nm holds a straight wall in place up to about 50 MV/m. A cylinder larger than $r^*$ then need not grow of its own accord at the fields used here. The numbers above describe the continuum model with ideal electrodes, not a real 5 nm capacitor.

## Values computed for the example and the checks

```
film thickness d = 5.0 nm
polarization P = 0.20 C/m^2
wall energy s = 0.010 J/m^2
wall half-width w = 0.25 nm
temperature T = 300 K
thermal energy kT = 0.02585 eV
Landau coefficient a = 1.5000e+09 m/F
Landau wall energy, reduced = 0.942809
uniform-state stability limit = 115.5 MV/m
E = 5 MV/m: reduced field e = 0.01667
  sharp r* = 5.0000 nm, r*/w = 20.0
  sharp U* = 4.9021 eV, U*/kT = 189.62
  smooth-wall radius = 5.0006 nm, deviation 0.01 %
  smooth-wall barrier = 4.8950 eV, deviation -0.15 %
  bulk drive deviation from 2PE = -0.0035 %
E = 10 MV/m: reduced field e = 0.03333
  sharp r* = 2.5000 nm, r*/w = 10.0
  sharp U* = 2.4510 eV, U*/kT = 94.81
  smooth-wall radius = 2.5014 nm, deviation 0.05 %
  smooth-wall barrier = 2.4372 eV, deviation -0.57 %
  bulk drive deviation from 2PE = -0.0139 %
E = 20 MV/m: reduced field e = 0.06667
  sharp r* = 1.2500 nm, r*/w = 5.0
  sharp U* = 1.2255 eV, U*/kT = 47.41
  smooth-wall radius = 1.2531 nm, deviation 0.25 %
  smooth-wall barrier = 1.1977 eV, deviation -2.27 %
  bulk drive deviation from 2PE = -0.0559 %
deeper well: wall-energy ratio = 1.41421
  its square = 2.00000, smooth-wall barrier ratio = 2.00835
relaxation at 10 MV/m, duration 200 reduced time units:
  start 2.3750 nm -> end 2.1631 nm
  start 2.6250 nm -> end 2.8035 nm
energy balance at r*, 10 MV/m:
  film voltage = 0.050 V
  switched charge = 49.02 e
  wall cost = 4.9021 eV
  source work = 2.4510 eV
  barrier = 3.9270e-19 J
activation field E_a = 948.1 MV/m
```
